# Zero-Point Energy of an O-H Stretch from Its Wavenumber: a program that tests the result

```python
"""Result under test: an O-H stretch of harmonic wavenumber w = 3500 cm^-1
has zero-point energy E0 = h c w / 2, about 0.217 eV.

Symbols: mu reduced mass, k force constant, omega = 2 pi c w,
x bond displacement. Morse potential: D (1 - exp(-b x))^2, with
X = hbar^2 b^2 / (2 mu) and L = sqrt(D / X).
The formulas are compared with energies and states obtained by
diagonalizing the Hamiltonians on a grid (sinc basis).
"""
import numpy as np
from scipy.constants import h, hbar, c, e, pi, atomic_mass


def solve_on_grid(mass, potential, x):
    """Eigenvalues in J and eigenvectors for p^2/(2 mass) + potential(x)."""
    dx = x[1] - x[0]
    index = np.arange(len(x))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, pi**2 / 3, 2.0 * sign / safe**2)
    kinetic = kinetic * hbar**2 / (2 * mass * dx**2)
    # Work in eV so that matrix entries have ordinary magnitudes.
    energies, states = np.linalg.eigh(
        (kinetic + np.diag(potential(x))) / e)
    return energies * e, states


# Inputs
wavenumber = 3500.0            # cm^-1
anharmonicity = 90.0           # cm^-1, chosen model value of X/(hc)
mass_O = 16.0 * atomic_mass    # round model masses
mass_H = 1.0 * atomic_mass
joule_per_cm = h * c * 100.0   # energy of 1 cm^-1

# Conversion formula
frequency = c * wavenumber * 100.0
omega = 2 * pi * frequency
quantum = joule_per_cm * wavenumber
zpe = quantum / 2
assert abs(zpe / e - 0.217) < 0.0005

# Harmonic Hamiltonian: free O-H pair and H on an immobile O
mu = mass_O * mass_H / (mass_O + mass_H)
x_harm = np.linspace(-0.9e-10, 0.9e-10, 181)
results = []
for mass in (mu, mass_H):
    k = mass * omega**2
    levels, states = solve_on_grid(mass, lambda x: 0.5 * k * x**2, x_harm)
    dipole = [abs(np.sum(states[:, 0] * x_harm * states[:, v]))
              for v in (1, 2, 3)]
    assert abs(levels[0] - zpe) / e < 1e-8
    assert np.all(np.abs(np.diff(levels[:4]) - quantum) / e < 1e-8)
    length = np.sqrt(hbar / (2 * mass * omega))
    assert abs(dipole[0] / length - 1) < 1e-7
    assert max(dipole[1:]) / length < 1e-7
    results.append((k, levels[0], levels[1] - levels[0], dipole[0]))
assert abs(results[0][0] / results[1][0] - 1) > 0.01

# Morse Hamiltonian with the same observed line E1 - E0
X = anharmonicity * joule_per_cm
L = 1 + quantum / (2 * X)
D = X * L**2
b = np.sqrt(2 * mu * X) / hbar
x_morse = np.linspace(-0.7e-10, 1.7e-10, 241)
morse, morse_states = solve_on_grid(
    mu, lambda x: D * (1 - np.exp(-b * x))**2, x_morse)
assert L > 1.5
assert abs(morse[0] - X * (L - 0.25)) / e < 1e-8
assert abs(morse[1] - X * (3 * L - 2.25)) / e < 1e-8
assert abs(morse[1] - morse[0] - quantum) / e < 1e-8
correction = morse[0] - (morse[1] - morse[0]) / 2
assert abs(correction - 0.75 * X) / e < 1e-8

# Closed-form Morse states against the numerical eigenvectors
s = b * x_morse
y = np.exp(-s)
psi0 = np.exp(-(L - 0.5) * s - L * y + L)
psi1 = (1 - L * y / (L - 1)) * np.exp(-(L - 1.5) * s - L * y + L)
for v, psi in enumerate((psi0, psi1)):
    overlap = abs(np.dot(psi, morse_states[:, v])) / np.linalg.norm(psi)
    assert abs(overlap - 1) < 1e-8

print("INPUTS AND CONVERSION")
print(f"O-H stretching wavenumber: {wavenumber:.0f} cm^-1")
print(f"Planck constant h: {h:.8e} J s")
print(f"speed of light c: {c:.0f} m/s")
print(f"elementary charge e: {e:.9e} C")
print(f"frequency nu: {frequency:.5e} Hz")
print(f"angular frequency omega: {omega:.5e} rad/s")
print(f"energy of 1 cm^-1: {joule_per_cm / e * 1e3:.6f} meV")
print(f"vibrational quantum hcw: {quantum:.5e} J")
print(f"vibrational quantum hcw: {quantum / e:.5f} eV")
print(f"zero-point energy hcw/2: {zpe:.5e} J")
print(f"zero-point energy hcw/2: {zpe / e:.5f} eV")
print(f"zero-point energy, three decimals: {zpe / e:.3f} eV")
print(f"change of E0 per 100 cm^-1: {50 * joule_per_cm / e * 1e3:.3f} meV")
print("HARMONIC HAMILTONIAN ON A GRID")
print(f"model masses O, H: {mass_O / atomic_mass:.0f}, "
      f"{mass_H / atomic_mass:.0f} u")
print(f"reduced mass of free pair: {mu / atomic_mass:.5f} u")
for name, row in zip(("free pair", "immobile O"), results):
    print(f"{name}: force constant: {row[0]:.2f} N/m")
    print(f"{name}: ground energy: {row[1] / e:.5f} eV")
    print(f"{name}: spacing E1-E0: {row[2] / e:.5f} eV")
    print(f"{name}: |<0|x|1>|: {row[3] * 1e12:.3f} pm")
print("MORSE HAMILTONIAN ON A GRID")
print(f"chosen anharmonicity X/(hc): {anharmonicity:.0f} cm^-1")
print(f"L = sqrt(D/X): {L:.4f} (dimensionless)")
print(f"well depth D: {D / e:.4f} eV")
print(f"range parameter b: {b * 1e-10:.4f} 1/angstrom")
print(f"line position E1-E0: {(morse[1] - morse[0]) / joule_per_cm:.2f} cm^-1")
print(f"Morse zero-point energy: {morse[0] / joule_per_cm:.2f} cm^-1")
print(f"Morse zero-point energy: {morse[0] / e:.5f} eV")
print(f"excess over half the line: {correction / joule_per_cm:.2f} cm^-1")
print(f"excess over half the line: {correction / e * 1e3:.3f} meV")
print(f"excess relative to hcw/2: {100 * correction / zpe:.2f} percent")
print("success")
```

Output:

```
INPUTS AND CONVERSION
O-H stretching wavenumber: 3500 cm^-1
Planck constant h: 6.62607015e-34 J s
speed of light c: 299792458 m/s
elementary charge e: 1.602176634e-19 C
frequency nu: 1.04927e+14 Hz
angular frequency omega: 6.59278e+14 rad/s
energy of 1 cm^-1: 0.123984 meV
vibrational quantum hcw: 6.95256e-20 J
vibrational quantum hcw: 0.43394 eV
zero-point energy hcw/2: 3.47628e-20 J
zero-point energy hcw/2: 0.21697 eV
zero-point energy, three decimals: 0.217 eV
change of E0 per 100 cm^-1: 6.199 meV
HARMONIC HAMILTONIAN ON A GRID
model masses O, H: 16, 1 u
reduced mass of free pair: 0.94118 u
free pair: force constant: 679.29 N/m
free pair: ground energy: 0.21697 eV
free pair: spacing E1-E0: 0.43394 eV
free pair: |<0|x|1>|: 7.154 pm
immobile O: force constant: 721.75 N/m
immobile O: ground energy: 0.21697 eV
immobile O: spacing E1-E0: 0.43394 eV
immobile O: |<0|x|1>|: 6.940 pm
MORSE HAMILTONIAN ON A GRID
chosen anharmonicity X/(hc): 90 cm^-1
L = sqrt(D/X): 20.4444 (dimensionless)
well depth D: 4.6640 eV
range parameter b: 2.2416 1/angstrom
line position E1-E0: 3500.00 cm^-1
Morse zero-point energy: 1817.50 cm^-1
Morse zero-point energy: 0.22534 eV
excess over half the line: 67.50 cm^-1
excess over half the line: 8.369 meV
excess relative to hcw/2: 3.86 percent
success
```
